\section*{Choosing the fit window for subthreshold swing from noisy current data}

\section{What a poor window does}

A transistor's gate sweep is differentiated to find its subthreshold swing. If the fit uses five points on each side of its centre, and the smallest swing found along the sweep is reported, the result in the example below is on average 2.8\% too low: the search picks out favourable noise. With forty points on each side at a fixed centre, the noise is nearly gone, but the slope is 2.1\% too small and the swing correspondingly too large, because the line spans a curved part of the characteristic. Neither error is visible in the smoothness of the fitted line.

Software that differentiates data by local polynomial regression asks for two settings, the window length and the polynomial degree. What follows derives how to choose them for $\ln I$ against gate voltage $V$, and where on the curve to put the window.

\section{The quantity and its noise}

Let $I$ be the drain current and $y=\ln(I/1\,\mathrm{A})$. The local swing is the gate voltage per decade of current,
\begin{equation}
S=\frac{dV}{d\log_{10}I}=\frac{\ln 10}{y'},\qquad y'=\frac{dy}{dV}.
\end{equation}
A small fractional error in $y'$ therefore gives the opposite fractional error in $S$, to first order.

A reading is $I+\delta$, where $\delta$ has zero mean and variance $r^2I^2+\sigma_0^2$: a relative part $r$ and a constant floor $\sigma_0$. For $|\delta|\ll I$,
\begin{equation}
\ln(I+\delta)=\ln I+\frac{\delta}{I}-\frac{\delta^2}{2I^2}+\dots
\end{equation}
The logarithm thus has variance $\sigma^2=r^2+\sigma_0^2/I^2$ and mean shift $-\sigma^2/2$. The part $-r^2/2$ is constant and drops out of the slope. The floor part shifts the slope by
\begin{equation}
\frac{d}{dV}\left(-\frac{\sigma_0^2}{2I^2}\right)=\frac{\sigma_0^2}{I^3}\frac{dI}{dV}=y'\frac{\sigma_0^2}{I^2},
\end{equation}
which makes the swing look too small at low current. From here on the window is taken where $\sigma_0/I\ll r$, so that $\sigma\simeq r$ is constant, and errors at different points are taken as independent.

\section{Bias against variance for a line}

Take $2m+1$ points at $x_j=j\Delta$, $j=-m,\dots,m$, measured from the window's centre. Minimizing $\sum_j(y_j-a-bx_j)^2$ over $b$, and using $\sum_jx_j=0$, gives
\begin{equation}
b=\frac{\sum_jx_jy_j}{\sum_jx_j^2}.
\end{equation}
The sums of powers follow from the standard formulas:
\begin{align}
\sum_jx_j^2&=\Delta^2\,\frac{m(m+1)(2m+1)}{3},\\
\frac{\sum_jx_j^4}{\sum_jx_j^2}&=\Delta^2\,\frac{3m^2+3m-1}{5}.
\end{align}
Put $M=m+\tfrac12$, so that $m(m+1)=M^2-\tfrac14$ and $2m+1=2M$. The two expressions become $\tfrac23\Delta^2M(M^2-\tfrac14)$ and $\tfrac15\Delta^2(3M^2-\tfrac74)$. With the half-width defined as $h=(m+\tfrac12)\Delta$, they are $2h^3/(3\Delta)$ and $3h^2/5$, up to relative corrections of order $1/M^2$.

Now insert the Taylor series $y=y_0+y'x+\tfrac12y''x^2+\tfrac16y'''x^3+\dots$ for the noiseless data. Even powers cancel in $\sum x_jy_j$. The mean of $b$ is
\begin{equation}
\langle b\rangle=y'+\frac{y'''}{6}\,\frac{\sum x_j^4}{\sum x_j^2}
\simeq y'+\frac{y'''h^2}{10},
\end{equation}
and, since $b$ is linear in the independent errors,
\begin{equation}
\operatorname{var}b=\frac{\sigma^2}{\sum x_j^2}\simeq\frac{3\sigma^2\Delta}{2h^3}.
\end{equation}
The mean square error is the squared bias plus the variance. Setting its derivative with respect to $h$ to zero,
\begin{align}
0&=\frac{d}{dh}\left[\frac{y'''^2h^4}{100}+\frac{3\sigma^2\Delta}{2h^3}\right]
=\frac{y'''^2h^3}{25}-\frac{9\sigma^2\Delta}{2h^4},\\
h^7&=\frac{225}{2}\,\frac{\sigma^2\Delta}{y'''^2}.
\label{general}
\end{align}
Multiplying the first line by $h$ gives $4\,(\text{bias})^2=3\,(\text{variance})$. At the best width the bias is thus $\sqrt{3/4}\simeq0.87$ of the scatter: a window whose bias is negligible is too narrow by this criterion.

The seventh root makes the choice forgiving. If $y'''$ is wrong by a factor of two, $h$ changes by $f=2^{2/7}=1.22$ or its inverse. In units of the best variance, the mean square error is $f^{-3}+\tfrac34f^4$ instead of $\tfrac74$, so the rms error rises by 11 to 12\% at this order. In the silicon example below, higher-order bias makes the rise about 20\% for the wider window and 8\% for the narrower one. Finer steps help slowly: at fixed noise per point the best rms error varies as $(\sigma^2\Delta)^{2/7}$.

\section{What the degree setting changes}

On a symmetric window a quadratic term leaves the central slope unchanged, because $\sum x_j\,x_j^2=0$. The next degree that matters is three. Use $t=x/h$ and replace sums by integrals over $-1<t<1$. Fitting $\beta t+\gamma t^3$ to the first term it cannot represent, $t^5$, gives
\begin{equation}
\tfrac23\beta+\tfrac25\gamma=\tfrac27,\qquad
\tfrac25\beta+\tfrac27\gamma=\tfrac29.
\end{equation}
The determinant is $\tfrac4{21}-\tfrac4{25}=\tfrac{16}{525}$, and
\begin{equation}
\beta=\frac{525}{16}\left(\frac4{49}-\frac4{45}\right)=-\frac5{21}.
\end{equation}
The Taylor term is $y^{(5)}h^5t^5/120$, and a slope in $t$ is divided by $h$ to become a slope in $x$. The variance needs the corresponding element of the inverse matrix, $\tfrac27\cdot\tfrac{525}{16}=\tfrac{75}{8}$. Hence
\begin{equation}
\text{bias}=-\frac{y^{(5)}h^4}{504},\qquad
\operatorname{var}b=\frac{75\,\sigma^2\Delta}{8h^3}.
\end{equation}
At equal width the cubic has $25/4$ times the variance of the line. It can gain if its window is made wider, and changing the degree without changing the length wastes that possibility.

\section{Where to centre the window}

The width needs $y'''$, which is poorly determined by noisy data. A transistor model supplies it. For a saturated long-channel device, take the common interpolation between weak and strong inversion,
\begin{equation}
I=I_s\ln^2\!\left(1+e^{u/2}\right)+I_L,\qquad
u=\frac{V-V_T}{v},\quad v=\frac{nk_BT}{q}.
\end{equation}
Here $V_T$ is the threshold voltage, $n$ the slope factor, $I_s$ the specific current and $I_L$ a leakage independent of gate voltage. Let $\varepsilon=I_L/I_s\ll1$.

Below threshold $e^{u/2}$ is small and $\ln(1+e^{u/2})\simeq e^{u/2}(1-\tfrac12e^{u/2})$. Twice its logarithm is $u-e^{u/2}$. Leakage adds its share of the current, $\varepsilon e^{-u}$, to $y$. Differentiating with respect to $u$,
\begin{equation}
v\,y'=1-D,\qquad D(u)=\tfrac12e^{u/2}+\varepsilon e^{-u}.
\label{deficit}
\end{equation}
The second term of $D$ is the dilution by leakage. The first is the way this interpolation formula approaches moderate inversion, and it belongs to the formula more than to the device. In the charge-based long-channel model, $2q_i+\ln q_i=u$ and $I=I_s(q_i^2+q_i)$ for the normalized inversion charge $q_i$, the slope without leakage is $v\,y'=1/(1+q_i)$. The deficit is then about $e^u$, far smaller than $\tfrac12e^{u/2}$ below threshold. The centre, width and correction derived below hold for the interpolation; for another characteristic the same steps must be repeated with its own $D(u)$. Both reduce the slope, so the local swing stays above the weak-inversion value $S_0=v\ln10$ in this approximation. The steepest point has
\begin{equation}
\tfrac14e^{u/2}=\varepsilon e^{-u}\quad\Rightarrow\quad e^{3u/2}=4\varepsilon .
\end{equation}
Write $\tau=(4\varepsilon)^{1/3}$. At this point $e^{u/2}=\tau$ and $\varepsilon e^{-u}=\tau/4$, so
\begin{equation}
D=\tfrac34\tau,\qquad
v^3y'''=-D''=-\left(\tfrac18+\tfrac14\right)\tau=-\tfrac38\tau .
\end{equation}
The transport current there is
\begin{equation}
I_se^u=I_s(4\varepsilon)^{2/3}=(16I_L^2I_s)^{1/3},
\label{level}
\end{equation}
a level that can be located without knowing $V_T$. Putting $y'''$ into Eq.~(\ref{general}) and dividing by $v^7$ gives, for $H=h/v$,
\begin{equation}
H^7=\frac{225}{2}\cdot\frac{64}{9}\,\frac{\sigma^2\Delta}{v\tau^2}
=\frac{800\,\sigma^2\Delta}{v\,(4\varepsilon)^{2/3}} .
\label{rule}
\end{equation}
At fixed $\sigma$, $\Delta$ and $\varepsilon$, the width in volts grows as $T^{6/7}$. Under these conditions a setting kept from room temperature is too wide for a cold device. Leakage that falls on cooling lowers $\varepsilon$, which widens the best window; this offsets the narrowing in part, and would outweigh it between 300 and 77 K only if the leakage fell by a factor of about $2\times10^5$. Low leakage also moves the window towards the noise floor, where the rule fails: in the example below, $I_L=10$ fA would give $m=27$ by the rule, while the floor makes $m=19$ best. As noise tends to zero the formula asks for $H\to0$; it stops being useful when $h$ falls to about one step.

\section{Two targets with two best windows}

The rule above is for the steepest \emph{local} swing. If the fitted value is instead reported as $S_0$, the deficit $D$ is itself an error, and it survives as $h\to0$. To treat finite windows, write the fit as an integral and integrate by parts, using $x=-\tfrac{d}{dx}\tfrac12(h^2-x^2)$:
\begin{equation}
b=\frac{3}{2h^3}\int_{-h}^{h}x\,y\,dx
=\int_{-h}^{h}\frac{3}{4h}\left(1-\frac{x^2}{h^2}\right)y'\,dx .
\end{equation}
The boundary terms vanish. The fitted slope is an average of local slopes, weighted towards the centre. The same average of $e^{ax}$ is the fitted slope of $e^{ax}/a$:
\begin{equation}
\frac{3}{2h^3a}\int_{-h}^{h}xe^{ax}dx=\Phi(ah),\qquad
\Phi(z)=\frac{3(z\cosh z-\sinh z)}{z^3}=1+\frac{z^2}{10}+\dots
\end{equation}
Applying this to Eq.~(\ref{deficit}) gives the deficit of the fitted slope,
\begin{equation}
D(u,H)=\tfrac12e^{u/2}\Phi(H/2)+\varepsilon e^{-u}\Phi(H).
\label{correction}
\end{equation}
Its minimum over the centre has $e^{3u/2}=4\varepsilon\Phi(H)/\Phi(H/2)$. There the second term is half the first, so
\begin{equation}
D=\tfrac34\tau\,\Phi(H)^{1/3}\Phi(H/2)^{2/3}
\simeq\tfrac34\tau\left(1+\frac{H^2}{30}+\frac{H^2}{60}\right).
\end{equation}
Squaring, $D^2\simeq\tfrac9{16}\tau^2(1+H^2/10)$. Adding the variance $3\sigma^2\Delta/(2vH^3)$ and setting the derivative to zero,
\begin{equation}
\frac{9}{80}\tau^2H=\frac{9\sigma^2\Delta}{2vH^4}
\quad\Rightarrow\quad H^5=\frac{40\,\sigma^2\Delta}{v\,(4\varepsilon)^{2/3}} .
\end{equation}
The exponent is now $1/5$, because widening the window adds to a bias already present. The alternative is to keep the window of Eq.~(\ref{rule}) and remove the deficit afterwards: $S_0\simeq S_{\rm fit}\,[1-D(u,H)]$.

\section{Procedure}

\begin{enumerate}
\item Average the off-state current, without taking logarithms, to obtain $I_L$. Take a rough $I_s$ from the device dimensions or a fit above threshold.
\item Centre the window where the measured current first reaches $(16I_L^2I_s)^{1/3}+I_L$. This suits a sweep in which the current rises by much more than the noise from one step to the next. Once the width is known, check that $\sigma_0/I\ll r$ at the window's lower edge; if not, move the centre to higher current.
\item Fit a pilot line, for example with ten points on each side. Its inverse slope estimates $v$, and its residuals give $\hat\sigma^2=\sum(\text{residual})^2/(2m-1)$.
\item Compute $H$ from Eq.~(\ref{rule}), set $m$ to the integer nearest $Hv/\Delta-\tfrac12$, and refit.
\item Report $S=\ln10/b$ with standard error $S\,\hat\sigma/(b\sqrt{\sum x_j^2})$. This error covers noise but not curvature. State separately whether the result is a local swing or has been corrected to $S_0$.
\end{enumerate}

For a characteristic that does not follow the model, Eq.~(\ref{general}) still applies at leading order, with $y'''$ estimated from a wider cubic fit.

\section{A silicon transistor at 77 K}

Take a long-channel silicon n-MOSFET with the rough typical values $n=1.3$, $I_s=1\,\mu$A and $I_L=1$ pA, measured in 1 mV steps with $r=2\%$ and $\sigma_0=0.1$ pA. Then $k_BT/q=6.635$ mV, $v=8.626$ mV and $S_0=19.86$ mV/dec.

With $\varepsilon=10^{-6}$, $\tau=(4\times10^{-6})^{1/3}=0.01587$. The centre is at $u=2\ln\tau=-8.29$, which is 71.5 mV below threshold, where the transport current is 252 pA. Direct maximization of the model's slope gives $u=-8.27$. The deficit is $\tfrac34\tau=1.19\%$, against 1.18\% numerically, so the steepest local swing is 20.10 mV/dec. The width follows from
\begin{equation}
H^7=\frac{800\times0.02^2\times(1/8.626)}{0.01587^2}=147,\qquad H=2.04,
\end{equation}
or $h=17.6$ mV and $m=17$. An exhaustive search over $m$, using the full model and the discrete fit, also gives 17. At the window's lower edge leakage is about 3\% of the transport current, and at its upper edge $e^{u/2}\simeq0.04$, so the expansions hold.

In this window the slope has a bias of $-0.27\%$ and a scatter of 0.29\%, together 0.40\% rms. The leading bias formula gives $0.0060\times2.03^2/10=0.25\%$. The errors for a fixed centre at $-71$ mV show the tradeoff:

\begin{center}
\begin{tabular}{cccc}
$m$ & bias (\%) & scatter (\%) & simulated rms (\%)\\
5 & $-0.02$ & 1.67 & 1.67\\
17 & $-0.26$ & 0.29 & 0.38\\
40 & $-2.13$ & 0.10 & 2.13
\end{tabular}
\end{center}

Leaving aside much wider windows, where the bias changes sign by accident (near $m=97$ here), the best cubic fit has $m=31$ and 0.36\% rms. That is about a tenth better than the line, for a window nearly twice as long.

One simulated sweep, put through the procedure, gives $I_L=1.004$ pA, $\hat\sigma=1.85\%$, $m=18$ and $S=20.21\pm0.05$ mV/dec. This lies two standard errors above the steepest local swing; about half of the excess is the expected curvature bias. Equation~(\ref{correction}) gives $D\simeq1.5\%$, hence $S_0\simeq20.21\times0.985=19.91$ mV/dec, one standard error from the model's 19.86. Over 3000 sweeps the rms error of the local swing is 0.39\%, close to the predicted 0.40\%.

If the uncorrected fit is to stand for $S_0$, the best half-width is 12.5 mV and the rms error is still 1.4\%, most of it deficit. On noiseless data, correcting the fit with $m=17$ (35 points) leaves an error of $-0.02\%$. For data that follow the interpolation formula, the correction is worth more than any adjustment of the line's window. It is only as good as the model behind it. For the charge-based characteristic with the same $I_s$ and $I_L$, the steepest point lies at $e^{2u}=\varepsilon$, that is $u=-6.91$ or about 1 nA, with a deficit of 0.20\% and a best $m$ of 21. On such noiseless data the procedure gives a swing 0.6\% above $S_0$ before the correction and 0.85\% below it afterwards. A value corrected to $S_0$ thus carries a model uncertainty of about 1\% here.

The scan mentioned at the start takes the smallest swing for centres between $-120$ and $-40$ mV. With $m=5$ its mean error is $-2.8\%$. With $m=17$ it is $+0.03\%$, which looks better than the procedure. But the fixed-centre fit reads about 0.27\% high from curvature, so selection must have lowered the scan by about 0.2\%. The agreement is a cancellation for these parameters.

At 300 K, with $I_s$, $I_L$, noise and step held fixed, the rule gives $h=56.5$ mV and a search gives 55.5 mV. The further numerical values are in the output that follows.

\section{Real devices and the limits of the rule}

The parameters are of a plausible size for such a device, but leakage and noise depend strongly on the instrument and cabling. Real devices break the assumption of constant $n$, since the depletion capacitance varies with surface potential. For a rough surface potential of 1 V at the centre, $n$ falls by 0.6\% from there to threshold. The resulting curvature bias within the window is below 0.001\%, so this matters for what $S_0$ means more than for the fit. Interface states whose density varies with energy would also change $n$; they are not sized here.

Temperature enters when $n$ is inferred from $S_0$: an error of 0.5 K at 77 K changes $n$ by 0.65\%, more than the fit's scatter. Leakage that grows by a factor $e$ per 100 mV shifts the local slope by only 0.035\% if it is 1 pA at the centre. An off-state average taken 200 mV lower, however, understates it about sevenfold, and the corrected $S_0$ is then about 1.6\% too high if the same average also sets the window's centre and width. If the leakage instead falls by a factor $e$ per 100 mV, as gate-induced drain leakage can make it, the same average overstates it and the corrected $S_0$ is about 0.9\% too low. The correction therefore needs the leakage at the centre of the window. At a drain voltage of 50 mV the reverse current is 0.05\% of the forward one, and in weak inversion this is a constant factor without effect on the slope. An error of a factor two in $I_s$ moves the centre so little that the local slope changes by less than 0.02\%. It matters more for the correction: $D$ scales roughly as $I_s^{-1/3}$, so doubling $I_s$ changes the inferred $S_0$ by about 0.3\%.

Correlated noise is a larger concern. If the correlation between points falls as $0.3^{|j-k|}$, the variance of the slope rises by a factor 1.75 and the scatter from 0.29\% to about 0.39\%. The standard error quoted from independent residuals does not include this. Replacing $\sigma^2$ by $1.75\sigma^2$ in Eq.~(\ref{rule}) widens the window by about 8\%; a direct search with this correlation gives $m=18$. Slow drift that resembles a slope cannot be removed by any window; comparing upward and downward sweeps can reveal it.

At lower temperature the thermal law itself can fail, if states in a band tail carry current. With a two-dimensional band edge placed at threshold and an exponential tail of such conducting states 3 meV wide below it, the slope at the chosen centre differs from the thermal one by 0.06\% at 77 K. This depends strongly on the tail width: the slope is 0.4\% low for 4 meV and 2\% low for 5 meV. The next value is again for 3 meV. At 20 K it is 0.57 of the thermal slope, close to $k_BT$ divided by the tail energy. The swing then reflects the tail more than the temperature, and Eqs.~(\ref{level}) and (\ref{rule}) lose their basis. The general width, Eq.~(\ref{general}), remains available with a measured $y'''$, and the result should be reported as a local swing at a stated current.

\section*{Numbers as computed}
\begin{verbatim}
temperature: 77 K
slope factor n: 1.3
specific current: 1 uA
leakage: 1 pA
gate step: 1 mV
relative noise: 2 %
noise floor: 0.1 pA
kT/q: 6.635 mV
n kT/q: 8.626 mV
weak-inversion swing: 19.86 mV/dec
steepest u, rule: -8.286
steepest u, numerical: -8.271
centre V-V_T, rule: -71.48 mV
transport current at centre: 252 pA
slope deficit, rule: 1.191 %
slope deficit, numerical: 1.182 %
steepest local swing: 20.1 mV/dec
reduced third derivative, rule: -0.005953
reduced third derivative, numerical: -0.005796
reduced half-width H, rule: 2.04
half-width h, rule: 17.6 mV
points per side, rule and search: 17 17
slope bias in rule window: -0.267 %
slope scatter in rule window: 0.293 %
rms error, rule window: 0.397 %
m=5: bias -0.023 %, scatter 1.665 %, simulated rms 1.674 %
m=17: bias -0.260 %, scatter 0.293 %, simulated rms 0.381 %
m=40: bias -2.133 %, scatter 0.096 %, simulated rms 2.131 %
best cubic: m=31, rms 0.360 %
half-width at 300 K, rule: 56.46 mV
half-width at 300 K, search: 55.5 mV
S0 target: H, full optimum: 1.443
S0 target: H, short-window law: 1.491
S0 target: half-width: 12.45 mV
S0 target: centre V-V_T: -70.61 mV
S0 target: rms error: 1.4 %
correction D in rule window: 1.465 %
swing error left after correction: -0.019 %
one sweep: leakage found: 1.004 pA
one sweep: centre -71 mV, m=18
one sweep: log noise found: 1.85 %
one sweep: swing 20.213 +/- 0.051 mV/dec
3000 sweeps: mean swing: 20.15 mV/dec
3000 sweeps: rms swing error: 0.386 %
smallest-in-scan bias, m=5: -2.84 %
smallest-in-scan bias, rule m: 0.032 %
variance factor, noise correlation 0.3: 1.75
depletion curvature slope bias: -0.00024 %
n change, centre to threshold: -0.61 %
degeneracy and 3 meV tail, 77 K: -0.057 %
slope over thermal slope, tail at 20 K: 0.569
leakage e-fold per 100 mV, slope shift: 0.035 %
reverse current share at 50 mV drain: 0.053 %
slope change if I_s is doubled: -0.013 %
floor-noise log bias of slope: 6.4e-05 %
n error from 0.5 K error: 0.65 %
\end{verbatim}
